# Local self-energy and self-consistency in the large-coordination Hubbard model, part 3

We study the Hubbard model

$$H=-t\sum_{\langle ij\rangle\sigma}\left(c^\dagger_{i\sigma}c_{j\sigma}+c^\dagger_{j\sigma}c_{i\sigma}\right)+U\sum_i\left(n_{i\uparrow}-\tfrac12\right)\left(n_{i\downarrow}-\tfrac12\right)-\mu\sum_{i\sigma}n_{i\sigma}$$

with $z$ neighbours per site and $t=t^*/\sqrt z$. The unit of energy is $t^*$, $\hbar=k_B=1$ and $T=1/\beta$. The one-body matrix $h$ has density of states $\rho$, $G_{ij}(\tau)=-\langle T_\tau c_{i\sigma}(\tau)c^\dagger_{j\sigma}\rangle$, and $G^{-1}=(i\omega+\mu)\mathbb 1-h-\Sigma$.

On the Bethe lattice, at distance $R$,

$$|G_R(\tau)|\le(z-1)^{-R/2}\qquad\text{(Bethe lattice, any }U). \tag{2}$$

The second-order self-energy is

$$\Sigma^{(2)}_{ij}(\tau)=-U^2\,G_{ij}(\tau)^2\,G_{ji}(-\tau)=U^2G_{ij}(\tau)^2G_{ji}(\beta-\tau). \tag{5}$$

In skeleton diagrams at least three lines cross each bond between $i$ and $j$, so $\Sigma_{ij}=O(z^{-3R/2})$. In the limit $\Sigma$ is local and

$$G_{\rm loc}(i\omega)=\int\frac{\rho(\epsilon)\,d\epsilon}{\zeta-\epsilon},\qquad\zeta=i\omega+\mu-\Sigma(i\omega). \tag{9}$$

An impurity with bath levels $\epsilon_l$ and couplings $V_l$ has $\Delta=\sum_lV_l^2/(i\omega-\epsilon_l)$ and bare function $\mathcal G^{-1}=i\omega+\mu-\Delta$. It yields the lattice $\Sigma$ if

$$\Delta=i\omega+\mu-\Sigma-G_{\rm loc}^{-1}=\zeta-G_{\rm loc}^{-1}. \tag{10}$$

With $G^{(0)}$ the Green function after removal of site $0$,

$$G_{00}^{-1}=\zeta-\sum_{ij}h_{0i}G^{(0)}_{ij}h_{j0},\qquad\text{so}\qquad\Delta=t^2\sum_{i,j\ \text{n.n. of }0}G^{(0)}_{ij}, \tag{11}$$

and $\sum_lV_l^2=t^{*2}$. On the Bethe lattice, with $g$ the function at the root of a branch, $G_R=G_{00}(-tg)^R$ and

$$\Delta=zt^2g=t^{*2}g,\qquad G_{\rm loc}=\frac1{\zeta-zt^2g}. \tag{13}$$

$$g=\frac1{\zeta-(z-1)t^2g},\qquad g=\frac{\zeta-\sqrt{\zeta^2-4(z-1)t^2}}{2(z-1)t^2}, \tag{14}$$

$$g=G_{\rm loc}-t^2g^2G_{\rm loc},\qquad\frac g{G_{\rm loc}}-1=-\frac{t^{*2}g^2}z. \tag{15}$$

As $z\to\infty$, $\rho$ becomes a semicircle of half bandwidth $D=2t^*$ (on the hypercubic lattice, a Gaussian of variance $t^{*2}$), and

$$\Delta(i\omega)=t^{*2}\,G_{\rm loc}(i\omega). \tag{16}$$

A cavity argument without expansion in $U$ also gives $\Delta=zt^2g$, with $g$ the exact interacting branch function and corrections $O(1/z)$. It assumes that connected functions stay finite as $z$ grows, that $G$ responds smoothly to small changes of $\Delta$, and that all branches are in the same symmetric state. The question now is whether this survives a test.

Q: Is there an interacting system on which that can fail and does not?

A: A star: one centre and $z$ leaves, all with the same $U$, $t=t^*/\sqrt z$, $\mu=0$. Each branch is a single Hubbard atom. Its empty and doubly occupied states have energy $U/4$ and the singly occupied ones $-U/4$; adding an up electron costs $-U/2$ if the down electron is absent and $+U/2$ if it is present, each with probability $\tfrac12$, so

$$g=G_{\rm atom}=\frac12\left[\frac1{i\omega+U/2}+\frac1{i\omega-U/2}\right].$$

The prediction is that the centre approaches, as $1/z$, an impurity with $\Delta=t^{*2}G_{\rm atom}$, which is a bath of two levels at $\pm U/2$ with $V^2=t^{*2}/2$. Bound (2) does not carry over directly, since a leaf has only $z-1$ sites at distance $2$. But two leaves are joined only through the centre, so in the expansion in $t$ every term of $G_{12}$ carries the two bond factors $t^2=t^{*2}/z$, while each further leaf visited costs at least $t^2$ and is summed over at most $z$ leaves; thus $G_R=O(z^{-R/2})$ again. The star is a tree, so the cut count predicts $\Sigma_{01}\sim z^{-3/2}$ and, for two leaves at distance $2$, $\Sigma_{12}\sim z^{-3}$. Exact diagonalization at $U=2$, $\beta=1$, $\omega=\pi T$ gives the values below. By particle–hole symmetry $G_{ij}(i\omega)=-(-1)^{i+j}G_{ij}(i\omega)^*$, so elements within a sublattice are imaginary and elements between sublattices are real, and the same holds for $\Sigma$.

| $z$ | $\operatorname{Im}G_{00}$ $(1/t^*)$ | $\Sigma_{01}$ $(t^*)$ | $\operatorname{Im}\Sigma_{12}$ $(t^*)$ |
|---|---|---|---|
| 2 | $-0.271590$ | $-4.4585\times10^{-3}$ | $6.0834\times10^{-5}$ |
| 3 | $-0.271748$ | $-2.4401\times10^{-3}$ | $1.8355\times10^{-5}$ |
| 4 | $-0.271829$ | $-1.5893\times10^{-3}$ | $7.8148\times10^{-6}$ |
| 5 | $-0.271877$ | $-1.1391\times10^{-3}$ | $4.0233\times10^{-6}$ |

Between $z=4$ and $5$ the exponents are $\ln(1.5893/1.1391)/\ln1.25=1.493$ and $\ln(7.8148/4.0233)/\ln1.25=2.975$. A linear extrapolation of the exponents from the intervals $3\to4$ and $4\to5$ in the inverse of the geometric-mean $z$ gives $1.500$ and $3.000$. A cubic in $1/z$ through the four unrounded values of $\operatorname{Im}G_{00}$ extrapolates to $-0.272073$ (the extrapolation amplifies rounding, and the six-digit entries of the table give $-0.272054$), and the three-site impurity gives $-0.272073$. A bath with $\Delta=t^{*2}/i\omega$, the choice that ignores the interaction on the leaves, gives $-0.270365$, which misses the extrapolated value by $1.7\times10^{-3}$. The deviation from the impurity value times $z$ is $9.780\times10^{-4}$ at $z=4$ and $9.803\times10^{-4}$ at $z=5$. The program asserts the exponents from $z=4$ to $5$ within $0.2$ and $0.3$ of $3/2$ and $3$, and the extrapolated ones within $0.1$. It asserts that the extrapolated $\operatorname{Im}G_{00}$ differs from the impurity value by less than a tenth of the $z=5$ deviation, that the free bath misses it by more than ten times that difference, and that the two products with $z$ agree within $15\%$ of the $z=4$ value. It contains all orders in $U$, but at one coupling and at the high temperature $T=t^*$; it does not probe the low-temperature strong-coupling regime.

Q: Does (16) hold on the hypercubic lattice, or on a tree of finite $z$ if I use the local approximation there?

A: In neither case. For a symmetric $\rho$ with moments $m_2,m_4,m_6$, expand (9) in $u=\zeta^{-2}$: $G=\zeta^{-1}(1+m_2u+m_4u^2+m_6u^3+\dots)$. Using $1/(1+y)=1-y+y^2-y^3+\dots$,

$$\Delta=\zeta-G^{-1}=\zeta^{-1}\left[m_2+(m_4-m_2^2)\,u+(m_6-2m_2m_4+m_2^3)\,u^2+\dots\right].$$

Subtract $m_2G=\zeta^{-1}[m_2+m_2^2u+m_2m_4u^2]$, which leaves $\zeta^{-1}[(m_4-2m_2^2)u+(m_6-3m_2m_4+m_2^3)u^2]$. With $G^3=\zeta^{-1}u(1+3m_2u)$ and $G^5=\zeta^{-1}u^2$ to this order,

$$\Delta=m_2G+(m_4-2m_2^2)\,G^3+(m_6-6m_2m_4+7m_2^3)\,G^5+\dots \tag{17}$$

The moment $m_4=(h^4)_{00}$ counts closed walks of four steps. On the tree they are $0\to i\to0\to j\to0$, $z^2$ of them, and $0\to i\to k\to i\to0$ with $k\neq0$, $z(z-1)$ of them. So $m_4=t^{*4}(2-1/z)$ and the cubic coefficient is $-t^{*4}/z$. The exact finite-$z$ relation follows from (15) multiplied by $t^{*2}$: $\Delta=t^{*2}G-G\Delta^2/z$, whose iteration is $t^{*2}G-t^{*4}G^3/z+2t^{*6}G^5/z^2-\dots$. At finite $z$ the local self-energy is itself an approximation with errors of the same order.

The hypercubic lattice adds the walks round a plaquette, $z(z-2)$ of them (any first step, then a perpendicular one, then the other way back), so $m_4=3t^{*4}(1-1/z)\to3t^{*4}$ and the cubic coefficient tends to $+t^{*4}$. In terms of (11), removing site $0$ does not disconnect its neighbours: there are about $z^2$ pairs $i\ne j$, each with $G^{(0)}_{ij}=O(1/z)$ through the fourth corner of the plaquette, and $t^2z^2z^{-1}=O(1)$. The self-energy is local there too, but the loop must be closed with (9) and (10) and the Gaussian $\rho$.

The program evaluates $(\Delta-G)/G^3$ at $\zeta=20i$ and compares with $m_4-2m_2^2$ obtained from explicit walks on the tree and from Gauss–Hermite quadrature, asserting agreement within $2\%$ of the moment value. It finds $-0.3339$ against $-0.3333$ for $z=3$, $0.9902$ against $1.0000$ for the Gaussian, and $3\times10^{-11}$ in modulus for the semicircle. The small offsets are the next term of (17) with $G^2\approx-1/400$. For $z=3$, $-\tfrac13-\tfrac29\cdot\tfrac1{400}=-0.3339$. For the Gaussian, integration by parts gives $m_{2n}=(2n-1)m_{2n-2}$, so $m_6=15$, the coefficient is $15-18+7=4$, and $1-4/400=0.990$.

Q: Under what other conditions does the result change?

A: Each assumption has a consequence. If the state breaks the lattice symmetry, the count of equivalent sites and the uniformity of $G_{ii}$ must be redone; for Néel order on the tree the neighbours of an $A$ site are $B$ sites, and the cavity argument gives $\Delta_{A\sigma}=t^{*2}G_{B\sigma}$. A uniform paramagnetic solution of (16) need not be the stable phase, and (16) alone does not decide stability. The cut lemma used a vertex on a single site; an interaction between different sites adds lines of a new kind and needs its own scaling and count. The bounds carry powers of $\beta$, so the limit $z\to\infty$ is taken at fixed $T>0$ and before $T\to0$, and the smooth response of $G$ to a small change of $\Delta$, assumed in the cavity argument, is not established at a phase transition. Finally, in a finite tree a finite fraction of the sites lies on the surface; the Bethe lattice here means the deep interior, where the recursion (14) has converged, which inside the band requires $\operatorname{Im}\zeta>0$.

Q: Give me numbers. First, how large is the neglected piece at a coordination such as six?

A: Take round model parameters: half filling ($\mu=0$), $t^*=1$, $U=2$, $\beta=10$, so the lowest frequency is $\omega_0=\pi/10=0.31416$. With the chosen value $t^*=0.5$ eV this means $D=1.0$ eV, $U=1.0$ eV and $T=580$ K. Evaluate (5) with bare lines on the $z=6$ Bethe lattice, with $G_R(\tau)=-\int\rho_R(\epsilon)\,e^{-\epsilon\tau}/(1+e^{-\beta\epsilon})\,d\epsilon$ and $\rho_R=-\operatorname{Im}[G_{00}(-tg)^R]/\pi$ on the real axis. The result at $i\omega_0$ is $\Sigma_0=-0.08992\,i$ and $\Sigma_1=-0.01250$, with $t=1/\sqrt6=0.40825$. Then $|\Sigma_1|/t=0.01250/0.40825=0.0306$: at this frequency and order the hopping is enlarged in magnitude by $3\%$. Against the local self-energy the piece is less negligible. For a state at $|\epsilon|=t^*$ it is $0.031$, about a third of $|\Sigma_0|=0.090$, and at the band edge $2\sqrt5\,t=1.83$ it is $0.056$. At $z=6$, in this model and at leading order in $U$, locality is a rough approximation for $\Sigma$ away from the band centre. The exponent of $\Sigma_1$ between $z=64$ and $256$ is $1.5032$, asserted to be $3/2$ within $0.05$.

Q: And the self-consistent solution at $z=\infty$?

A: At half filling all local functions are imaginary on the Matsubara axis. Write $G=-i\mathsf g$, $\Delta=-i\mathsf d$, $\Sigma=-i\mathsf s$; then (10) reads $1/\mathsf g=\omega+\mathsf d+\mathsf s$, and (16) is $\mathsf d=\mathsf g$ for $t^*=1$. At $U=0$, $\mathsf g^2+\omega\mathsf g-1=0$ and

$$\mathsf g(\omega_0)=\tfrac12\left(\sqrt{0.31416^2+4}-0.31416\right)=\tfrac12(2.02452-0.31416)=0.85518,$$

the value printed from quadrature of the semicircle.

For $U=2$ the impurity needs a solver. Iterated perturbation theory is an approximate one: it uses (5) on the impurity with $\mathcal G$ as the line. Particle–hole symmetry gives $\mathcal G(\beta-\tau)=\mathcal G(\tau)$, so $\Sigma(\tau)=U^2\mathcal G(\tau)^3$. This is an expansion of the impurity problem in its bare line, not a skeleton, and that is consistent, because $\mathcal G$ already contains through $\Delta$ the excursions into the lattice that spoiled the bare lattice expansion. Since $\mathcal G(0^+)=\mathcal G(\beta^-)=-\tfrac12$, integration by parts gives $\Sigma(i\omega)\to-[\Sigma(0^+)+\Sigma(\beta^-)]/i\omega=U^2/(4i\omega)$, which the program asserts at its highest frequency. For $\Delta=0$, $\mathcal G(\tau)=-\tfrac12$ at all $\tau$ and this form is exact: $i\omega-1/G_{\rm atom}=U^2/(4i\omega)$.

The loop was closed in two ways: with $\Delta=t^{*2}G$, and with quadrature of (9) followed by (10), where (16) is never imposed. The fixed points are asserted to agree within $10^{-8}$, and in the second loop $\max|\Delta-G|$ is $5\times10^{-12}$. At $i\omega_0$, $\mathsf g=0.81014$, $\mathsf d=0.81014$, $\mathsf s=0.11005$, and

$$\frac1{0.31416+0.81014+0.11005}=\frac1{1.23435}=0.81014 .$$

In a Fermi liquid $\mathsf s\approx(1/Z-1)\,\omega$ at small $\omega$ and $T$, so $Z\approx1/(1+\mathsf s/\omega_0)=1/(1+0.3503)=0.74$. This is a finite-difference estimate at finite temperature, not the zero-temperature weight.

Q: How much of that is the approximate solver?

A: The same loop was run with exact diagonalization of an impurity with four bath levels $\pm e_1,\pm e_2$, fitted to $t^{*2}G$ on the first forty frequencies. Pairing the levels, $\mathsf d(\omega)=\omega\sum_a2V_a^2/(\omega^2+e_a^2)$. It converged in 8 iterations to $e_1=0.3069$, $e_2=1.6489$, $V_1=0.4792$, $V_2=0.5156$. At $\omega_0$, with $\omega_0^2=0.0987$,

$$\mathsf d=0.31416\left[\frac{0.4593}{0.0987+0.0942}+\frac{0.5317}{0.0987+2.7189}\right]=0.31416\,[2.381+0.189]=0.807 ,$$

to be compared with the printed $\mathsf g=0.8074$. With $\mathsf s=0.1170$, $1/(0.3142+0.8073+0.1170)=0.8074$, and $Z\approx1/(1+0.1170/0.31416)=0.73$. The sum rule $\sum_lV_l^2=t^{*2}$ was not imposed; the fit gives $0.4593+0.5317=0.991$.

The two solvers differ by $0.0027$ in $\mathsf g(\omega_0)$, $0.3\%$ of the perturbative value, and by $0.007$ in $\mathsf s(\omega_0)$, $6\%$ of the diagonalization value. The four-level bath reproduces $t^{*2}G$ with a largest error of $2.9\times10^{-3}\,t^*$ over the fitted frequencies, the same size as the difference in $\mathsf g$. That largest error lies at the third frequency, however, and at $\omega_0$ the fit is good to better than $10^{-4}\,t^*$. With a fifth bath level at zero energy the largest fit error falls to $3\times10^{-4}\,t^*$, while $\mathsf g(\omega_0)=0.8074$ and $\mathsf s(\omega_0)=0.1170$ keep their digits. The difference between the solvers is therefore the error of iterated perturbation theory, and the paramagnetic solution at these parameters has $\mathsf g(\omega_0)\approx0.807$, $\mathsf s(\omega_0)\approx0.117$ and an estimate of $Z$ of $0.73$. The paramagnetic symmetry is imposed here. These parameters lie close to the Néel transition: with a spin-dependent four-level bath and $\Delta_{A\sigma}=t^{*2}G_{B\sigma}$, a small staggered perturbation grows by about $1\%$ per iteration at $\beta=10$. The numbers thus describe the symmetry-constrained solution, which need not be the stable phase. The program also asserts that the diagonalization self-energy, inserted in the semicircle integral (9), returns the impurity $G$ within $10^{-2}/t^*$, a tolerance chosen to allow for the discrete bath.

## Numbers as computed

```
hypercubic G_R(i), R=(1,): exponent d=200->800 = 0.5003
hypercubic G_R(i), R=(1, 1): exponent d=200->800 = 1.0014
hypercubic G_R(i), R=(2,): exponent d=200->800 = 1.0006
hypercubic G_R(i), R=(1, 1, 1): exponent d=200->800 = 1.5034
Im G_0(i): d=800 -0.65564, Gaussian -0.65568 1/t*
Bethe z=12, zeta=2i: Im g -0.41939, Im G -0.41333 1/t*, g/G-1 = 0.01466
Bethe z=24, zeta=2i: Im g -0.41677, Im G -0.41378 1/t*, g/G-1 = 0.00724
(Delta-G)/G^3 at 20i: Bethe z=3 -0.3339, Gaussian 0.9902, semicircle 3e-11 t*^4
m4-2 m2^2: Bethe z=3 -0.3333, Gaussian 1.0000 t*^4
order 2: 2 connected graphs, 1 skeleton, min disjoint paths in Sigma 3
order 3: 4 connected graphs, 1 skeleton, min disjoint paths in Sigma 3
order 4: 10 connected graphs, 2 skeleton, min disjoint paths in Sigma 3
order 5: 28 connected graphs, 4 skeleton, min disjoint paths in Sigma 3
nonlocal weight exponent z=12->24: skeleton 1.038..1.045
nonlocal weight exponent z=12->24: non-skeleton -0.003..0.063
star z=3, U=0.1, beta=1: max|Sigma_ED/Sigma2-1| = 2.1e-03
star ED: U=2.0 t*, beta=1.0 1/t*, frequency pi/beta; G in 1/t*, Sigma in t*
 z=2: ImG00 -0.271590, Sigma01 -4.4585e-03, ImSigma12 6.0834e-05
 z=3: ImG00 -0.271748, Sigma01 -2.4401e-03, ImSigma12 1.8355e-05
 z=4: ImG00 -0.271829, Sigma01 -1.5893e-03, ImSigma12 7.8148e-06
 z=5: ImG00 -0.271877, Sigma01 -1.1391e-03, ImSigma12 4.0233e-06
 Sigma01 exponent: z=4->5 1.493, extrapolated in 1/z 1.500
 Sigma12 exponent: z=4->5 2.975, extrapolated in 1/z 3.000
 ImG00 z->inf -0.272073; impurity Delta=G_atom -0.272073; free bath -0.270365
 z*(ImG00 - impurity): z=4 9.780e-04, z=5 9.803e-04
example: t*=1, U=2.0 t*, beta=10.0 1/t*, w0=0.31416 t*
bare 2nd order, Bethe z=6: ImSigma0 -0.08992, ReSigma1 -0.01250, t 0.40825 t*
 |Sigma1|/t 0.0306; Sigma1 exponent z=64->256 1.5032
U=0: ImG(iw0) -0.85518 1/t*
IPT: ImG(iw0) -0.81014 1/t*, ImSigma(iw0) -0.11005 t*
IPT quadrature loop: ImDelta(iw0) -0.81014 t*, max|Delta-G| 5e-12
IPT: Z estimate 0.7406
ED bath: levels +-0.3069, +-1.6489; V 0.4792, 0.5156 t*
ED: iterations 8, sum V^2 0.9911 t*^2, max fit error 2.9e-03 t*
ED: ImG(iw0) -0.8074 1/t*, ImSigma(iw0) -0.1170 t*
ED: Z estimate 0.729
for t*=0.5 eV: D=1.0 eV, U=1.0 eV, T=580 K
```
